# Pseudo-Arclength Continuation Through the Folds of a Ferroelectric Polarization Curve

## Result and scope

A uniform ferroelectric film with one polarization component \(P\), held at fixed temperature and field \(E\), has in Landau theory the energy density

\[
g(P;E)=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+\frac{\gamma}{6}P^6-EP .
\]

Here \(\alpha<0\), \(\beta\ge0\), \(\gamma\ge0\), and \(\beta,\gamma\) are not both zero. Setting \(\partial g/\partial P=0\) gives the equilibrium curve

\[
E=\alpha P+\beta P^3+\gamma P^5 .
\]

It has two folds, at \((P,E)=(-P_s,E_s)\) and \((P_s,-E_s)\), where

\[
P_s^2=\frac{2|\alpha|}{3\beta+\sqrt{9\beta^2+20|\alpha|\gamma}},\qquad
E_s=\frac{2P_s}{5}\left(2|\alpha|-\beta P_s^2\right).
\]

Newton iteration at prescribed, increasing field follows the lower branch up to \(E_s\) and then loses it, however small the field step. This need not appear as divergence: the iteration may converge to the distant upper branch. Pseudo-arclength continuation treats \(P\) and \(E\) as joint unknowns and solves a linear system that stays regular at the folds.

For this scalar model the curve can also be drawn by choosing \(P\) and evaluating \(E(P)\), which makes it a good test of the algorithm. Continuation becomes useful when several coupled unknowns leave no such explicit parametrization.

## Spinodal fields

At a fold \(dE/dP=0\). With \(y=P^2\),

\[
5\gamma y^2+3\beta y-|\alpha|=0 .
\]

For \(\gamma>0\) the product of the roots is \(-|\alpha|/(5\gamma)<0\), so one root is positive:

\[
y=\frac{\sqrt{9\beta^2+20|\alpha|\gamma}-3\beta}{10\gamma}.
\]

Multiplying numerator and denominator by \(\sqrt{9\beta^2+20|\alpha|\gamma}+3\beta\) turns the numerator into \(20|\alpha|\gamma\). Cancelling \(10\gamma\) gives the stated \(P_s^2\), which also holds at \(\gamma=0\) and avoids subtracting nearly equal numbers when \(\gamma\) is small.

The fold condition gives \(\gamma P_s^4=(|\alpha|-3\beta P_s^2)/5\). Hence

\[
\begin{aligned}
E(P_s)&=P_s\left(-|\alpha|+\beta P_s^2+\frac{|\alpha|-3\beta P_s^2}{5}\right)\\
&=-\frac{2P_s}{5}\left(2|\alpha|-\beta P_s^2\right)=-E_s .
\end{aligned}
\]

The fold condition also implies \(3\beta P_s^2\le|\alpha|\), so \(E_s>0\). Since \(E(P)\) is odd, the fold at \(-P_s\) lies at \(+E_s\).

Two limits follow. For \(\gamma=0\), \(P_s^2=|\alpha|/(3\beta)\) and \(E_s=2|\alpha|^{3/2}/(3\sqrt{3\beta})\). For \(\beta=0\), \(P_s=(|\alpha|/5\gamma)^{1/4}\) and \(E_s=4|\alpha|P_s/5\).

Stability at fixed field follows from \(\partial^2g/\partial P^2=dE/dP\). It is positive for \(|P|>P_s\), where the states are local minima, and negative for \(|P|<P_s\), where they are maxima in \(P\).

## Scaling

Arclength adds squares of the two unknowns, so they must first be made commensurate. Let \(P_0\) be the nonzero polarization at zero field, defined by \(\beta P_0^2+\gamma P_0^4=|\alpha|\), and let \(E_0=|\alpha|P_0\). With \(p=P/P_0\) and \(e=E/E_0\),

\[
e=h(p)=-p+bp^3+cp^5,\quad
b=\frac{\beta P_0^2}{|\alpha|},\quad c=\frac{\gamma P_0^4}{|\alpha|},
\]

and the definition of \(P_0\) gives \(b+c=1\). The scaled folds are \((\mp p_s,\pm e_s)\), with \(p_s=P_s/P_0\) and \(e_s=E_s/E_0\).

## Why field stepping loses the curve

At prescribed \(e\), Newton's update is

\[
p_{\rm new}=p+\frac{e-h(p)}{h'(p)} .
\]

Suppose the previous lower-branch solution is used as the start and \(e\) is raised to a value below \(e_s\). The start lies left of the new root \(p_*\), with \(h(p)<e\) and \(h'(p)>0\), so the update moves right. For \(p<0\), \(h''=6bp+20cp^3<0\), so the tangent line lies on or above \(h\). At \(p_*\) the line has therefore already reached \(e\), which means \(p_{\rm new}\le p_*\). The iterates increase and are bounded by \(p_*\). Their steps tend to zero, and since \(h'\) is bounded on this interval, \(e-h\) tends to zero too. The method converges to the lower root.

Near the fold put \(\epsilon=p+p_s\). Then

\[
h\simeq e_s-\tfrac12|h''|\epsilon^2,\qquad |h'|\simeq|h''||\epsilon| .
\]

Eliminating \(\epsilon\) on the lower branch gives \(h'\simeq\sqrt{2|h''|(e_s-e)}\). The differential response \(dP/dE=P_0/(E_0h')\) therefore diverges as the inverse square root of the distance to the spinodal. At \(e=e_s\) the root is double, and the Newton error changes from \(\epsilon\) to \(\epsilon-\epsilon/2=\epsilon/2\). The computed ratio of successive errors is 0.5002.

For \(e>e_s\) no root exists with \(p<0\), where the maximum of \(h\) is \(e_s\). None exists for \(0\le p\le p_s\), where \(h\le0\). The remaining root is on the upper branch, so reducing the field step cannot recover the middle branch.

## The bordered system

Write \(F(p,e)=h(p)-e\). A unit tangent to \(F=0\) at \(x_0=(p_0,e_0)\) is

\[
t=(t_p,t_e)=\frac{(1,h'_0)}{\sqrt{1+h_0'^2}},\qquad h'_0=h'(p_0).
\]

The predictor is \(x_0+st\). The corrector solves

\[
r_1=h(p)-e=0,\qquad r_2=t\cdot(x-x_0)-s=0 .
\]

The second equation confines the correction to the line perpendicular to \(t\) through the predictor. A Newton correction \((\delta p,\delta e)\) satisfies

\[
\begin{pmatrix}h'(p)&-1\\t_p&t_e\end{pmatrix}
\begin{pmatrix}\delta p\\\delta e\end{pmatrix}
=-\begin{pmatrix}r_1\\r_2\end{pmatrix}.
\]

The first row gives \(\delta e=r_1+h'\delta p\). Substitution in the second gives

\[
\delta p=-\frac{r_2+t_er_1}{D},\qquad D=t_p+t_eh'(p).
\]

\(D\) is the determinant. At the base point

\[
D=\frac{1+h_0'^2}{\sqrt{1+h_0'^2}}=\sqrt{1+h_0'^2}\ge1 .
\]

At a fold \(h'_0=0\) and \(D=1\), while the field-stepped method divides by zero. Away from the base point, \(D=0\) when \(1+h'_0h'(p)=0\), that is, when the two tangents are perpendicular. This is a limit on step length.

For \(n\) state variables the bordered matrix at the base point consists of the \(n\times(n+1)\) Jacobian of the equations there and the row \(t^{\mathsf T}\), where \(t\) is the tangent at that point. If it annihilates a vector \(z\), and the Jacobian has rank \(n\), then \(z\) is a multiple of \(t\). The last row gives \(t\cdot z=0\), so \(z=0\). The matrix is thus regular at every base point where the full Jacobian has rank \(n\), including ordinary folds. By continuity it stays regular for iterates close enough to the base point, but not necessarily for distant ones, as the scalar case shows.

## Pseudocode

```
choose e_max > e_s and step s
solve h(p) = -e_max on the lower branch
x = (p, -e_max); t_old = (0, 1)
t = TANGENT(x, t_old)
while e <= e_max:
    y = x + s*t
    repeat:
        r1 = h(y.p) - y.e
        r2 = dot(t, y - x) - s
        D  = t.p + t.e*h'(y.p)
        dp = -(r2 + t.e*r1)/D
        de = r1 + h'(y.p)*dp
        y  = y + (dp, de)
    until (dp, de) is below tolerance
    t_new = TANGENT(y, t)
    if t.e*t_new.e < 0:
        find s_f in (0, s) where the corrected
        point has zero field component of tangent
        record that point as a fold
    x = y; t = t_new

TANGENT(x, t_old):
    solve [h'(x.p), -1; t_old] z = (0, 1)
    return z/|z|
```

The first row in `TANGENT` makes \(z\) tangent to the curve; the second imposes \(t_{\rm old}\cdot z=1\). The direction of travel is therefore kept when the field begins to decrease. The fold search uses the sign change of \(t_e\), not the formula for \(E_s\).

## Step length and cost

Let \(\theta\) be the tangent angle, \(\tan\theta=h'\), and \(\sigma\) the true arclength. Since \(d\theta/dp=h''/(1+h'^2)\) and \(dp/d\sigma=(1+h'^2)^{-1/2}\), the curvature is

\[
\kappa=\frac{|h''|}{(1+h'^2)^{3/2}} .
\]

The curve leaves its tangent by \(\kappa s^2/2\) to leading order, which is the predictor error.

Let \(\kappa_m\) be the largest curvature in the region followed. Over an arc \(\sigma\) the tangent turns by at most \(\kappa_m\sigma\). For \(\sigma\le\pi/(2\kappa_m)\), the forward distance \(q(\sigma)=t\cdot[x(\sigma)-x_0]\) obeys

\[
q'(\sigma)\ge\cos(\kappa_m\sigma),\qquad
q(\sigma)\ge\frac{\sin(\kappa_m\sigma)}{\kappa_m}.
\]

So \(q\) increases throughout this arc and reaches at least \(1/\kappa_m\). If \(s<1/\kappa_m\), the corrector equations have one solution in that arc. Because \(q\le\sigma\), its arclength satisfies

\[
s\le\sigma\le\frac{\arcsin(\kappa_ms)}{\kappa_m}.
\]

This guarantees a next point, but not Newton convergence from the predictor. That is local, and a failed correction should be repeated with smaller \(s\).

Each scalar correction needs \(h\), \(h'\) and a few multiplications. With \(n\) state variables and dense matrices, factorization costs of order \((n+1)^3\) operations. The bordered matrix should be factorized as a whole, because its \(n\times n\) state block is singular at a fold.

## Worked example

Take \(\alpha=-1.2\times10^9\) V m/C, \(\beta=2\times10^{10}\) V m\(^5\)/C\(^3\), \(\gamma=2.5\times10^{11}\) V m\(^9\)/C\(^5\), and a 10 nm film. These give \(P_0=20\) μC/cm², \(E_0=2.4\) MV/cm, \(b=0.6667\) and \(c=0.3333\). In SI units,

\[
P_s^2=\frac{2.4\times10^9}{6.0\times10^{10}+9.798\times10^{10}}
=0.01519\ \mathrm{C^2/m^4},
\]

so \(P_s=0.1233\) C/m², or 12.33 μC/cm². Then

\[
E_s=\frac{2(0.12326)}{5}\left(2.4\times10^9-3.04\times10^8\right)
=1.033\times10^8\ \mathrm{V/m},
\]

or 1.033 MV/cm.

The trace starts at −2 MV/cm and uses \(s=0.05\). The scanned maximum curvature is 4.330, so the sufficient bound is \(s<0.231\). The curve takes 90 steps with at most four corrections each. True arcs per step lie between 0.050000 and 0.050395, within the upper bound 0.050399.

Step 29 to 30 crosses the first fold. The base is \((-0.637134,0.429711)\) and the tangent \((0.996277,0.086204)\), giving the predictor \((-0.587321,0.434022)\). There \(r_1=-0.005058\), \(r_2=0\) and \(h'=-0.1118\), so

\[
\begin{aligned}
D&=0.996277+0.086204(-0.1118)=0.98664,\\
\delta p&=\frac{0.086204(0.005058)}{0.98664}=0.000442,\\
\delta e&=-0.005058-0.1118(0.000442)=-0.005107 .
\end{aligned}
\]

The first corrected point is \((-0.586879,0.428914)\); the next correction changes \(e\) by less than \(10^{-6}\). The slope \(h'\) has changed from 0.0865 to −0.1134. The search within this step, and the one at the opposite fold, give spinodal fields that agree with the formula to a relative \(1.1\times10^{-16}\), the level of rounding. The smallest \(|h'|\) at a traced point is 0.0184, whereas the smallest bordered determinant at a traced point is 1.00017. During corrections, away from the base point, \(D\) can fall slightly below one, as the value 0.98664 above shows.

With field steps of 0.05 MV/cm, ordinary Newton has its last lower-branch solution at 1.00 MV/cm and loses the branch at 1.05 MV/cm. With steps of 0.001 MV/cm these fields are 1.033 and 1.034 MV/cm. In the first case the iterates include \(-0.554,-0.616,-6.595,-5.254\). The value −0.616 lies almost on the fold, where division by a small negative \(h'\) throws the next iterate far left. There \(h\simeq cp^5\), so Newton multiplies \(p\) by about \(1-1/5\), as the next iterate shows. In this run it converges after 72 iterations to \(p=1.128\), on the upper branch. The count is sensitive to rounding, because passages close to the fold magnify small differences. A lower iteration limit would have reported non-convergence instead.

For a uniform film at controlled field, the jump at \(E_s\) goes from −12.3 to 22.5 μC/cm². The middle branch is unstable there, but it carries information: because \(E=du/dP\), where \(u=g+EP\),

\[
\int_{-P_0}^{0}E\,dP=u(0)-u(-P_0)=24-8-2.667=13.33\ \mathrm{MJ/m^3}.
\]

This is the zero-field barrier for uniform reversal. Integration of the traced points gives the same 13.33 MJ/m³.

## Failure modes

- If \(e_{\max}<e_s\), the stopping rule usually ends the trace on the lower branch; the trace continues only when \(e_{\max}\) is so close to \(e_s\) that no traced point near the fold exceeds it.
- A step containing two folds can leave the sign of \(t_e\) unchanged, so both are missed.
- A step that is too long can make \(D\) vanish or reach another part of the curve.
- Where the full Jacobian loses rank, as at a branch crossing, the regularity proof fails and the tangent is not unique.
- For \(\alpha\ge0\) with \(\beta,\gamma\ge0\), \(E(P)\) is monotonic and has no folds. For \(\alpha>0\), \(\beta<0\) and \(9\beta^2>20\alpha\gamma>0\), \(P^2\) has two positive fold values. There are then four folds. The continuation steps still apply once \(h\) and the scales \(P_0,E_0\) are redefined for positive \(\alpha\), but the two-fold formula does not.

## Relation to real capacitors

The parameters lie in the rough regime of 10 nm hafnium-zirconium oxide films, with polarization of order 20 μC/cm² and coercive field of order 1 MV/cm. The similarity of \(E_s\) to that field follows from the chosen coefficients and is no evidence of uniform switching. Real films switch by domain nucleation and wall motion, which this model omits. As a partial estimate, consider a 5 nm cube reversing uniformly at 300 K, with attempt rate \(10^{12}\) s\(^{-1}\) and waiting time 1 μs. Its barrier must fall from 10.40 eV to \(k_BT\ln10^6=0.357\) eV, which happens at 0.921 MV/cm, 11% below \(E_s\). Smaller volumes switch at lower fields in this estimate. It leaves out wall energy and the depolarizing energy of bound charge on the faces of the cube, which can be as large as the remaining barrier or larger, so the field found is not a prediction for a real film.

Other changes are listed below, each taken alone with rough inputs. The first three move the fold by more than this 11%; the last changes only the charge:

- **Dead layer.** For a 0.5 nm layer of relative permittivity 30, continuity of displacement adds \(t_i(\epsilon_0E+P)/(\epsilon_0\epsilon_i)\) to the voltage. Since \(P<0\) at the first fold, the fold voltage falls from 1.03 to 0.81 V. The field inside the layer is then about 4.3 MV/cm in magnitude, above the rough breakdown field quoted below, so leakage and trapped charge in the layer, which this estimate omits, may screen part of the shift.
- **Temperature.** If \(\alpha\) varies linearly and vanishes at 700 K, with \(\beta,\gamma\) fixed, heating from 300 K to 85 °C lowers \(E_s\) to 0.825 MV/cm.
- **Grain orientation.** At 45° the field along the polar axis is \(E\cos45^\circ\), so the fold moves to 1.46 MV/cm if transverse response is neglected.
- **Background charge.** If \(P\) denotes only the switchable part, a background permittivity of 30 adds 2.75 μC/cm² at \(E_s\), without moving the fold in field as long as the coefficients are kept. They already give a relative permittivity of about 36 at zero field, so fitting a measured total permittivity with this background included would change them, and the fold with them.

Within the ferroelectric itself, the spinodal field is about 26% of a rough 4 MV/cm breakdown field. For a 2 eV barrier and mass \(0.2m_e\), the direct-tunnelling exponent at \(E_s\) is 55.5, so that channel is negligible here; trap-assisted leakage is not included. The numerical output below gives further points of the trace.

## Computed values

```
alpha = -1.20e+09 V m/C, beta = 2.00e+10 V m^5/C^3
gamma = 2.50e+11 V m^9/C^5, film = 10.0 nm
P0 = 20.000 uC/cm2, E0 = 2.400 MV/cm
b = 0.66667, c = 0.33333, e_max = 0.83333
formula: P_s = 12.32552 uC/cm2, E_s = 1.033452 MV/cm
scaled: p_s = 0.616276, e_s = 0.430605
first fold traced: P = -12.32552 uC/cm2, E = 1.033452 MV/cm
second fold traced: P = 12.32552 uC/cm2, E = -1.033452 MV/cm
largest relative E_s error = 1.1e-16
ds = 0.05, steps = 90, most corrections = 4
kappa_max = 4.3299, step bound = 0.2310
arc per step: 0.050000 to 0.050395, bound 0.050399
smallest |h'| on trace = 0.0184
smallest bordered determinant = 1.00017
step, P (uC/cm2), E (MV/cm), h', corrections:
    0  -24.1917  -2.00000   5.4939  0
   29  -12.7427   1.03131   0.0865  3
   30  -11.7376   1.02939  -0.1134  3
   45    0.1753  -0.02103  -0.9998  2
   60   12.2335  -1.03335  -0.0184  3
   61   13.2352  -1.02301   0.1955  3
   90   24.2799   2.05853   5.5676  3
step 29 to 30, scaled (p, e):
  base (-0.63713447, 0.42971147)
  tangent (0.99627746, 0.08620449)
  iterate 0: (-0.58732060, 0.43402170)
  iterate 1: (-0.58687866, 0.42891422)
  iterate 2: (-0.58687863, 0.42891385)
  iterate 3: (-0.58687863, 0.42891385)
field step 0.1 MV/cm: last 1.0000, lost 1.1000 MV/cm
field step 0.05 MV/cm: last 1.0000, lost 1.0500 MV/cm
field step 0.01 MV/cm: last 1.0300, lost 1.0400 MV/cm
field step 0.001 MV/cm: last 1.0330, lost 1.0340 MV/cm
p iterates past fold (0.05 step): -0.696 -0.639 -0.554 -0.616 -6.595 -5.254 -4.177 -3.311
  converged: True, iterations 72, final p 1.1280
upper-branch P at E_s = 22.527 uC/cm2
error ratio of Newton at E_s = 0.5002
zero-field barrier: trace 13.3333, formula 13.3333 MJ/m3
fold voltage: ideal 1.0335 V, with 0.5 nm dead layer (eps 30) 0.8108 V
grain tilted 45 deg: fold at 1.462 MV/cm
at 358.15 K (alpha zero at 700 K, reference 300 K): E_s = 0.825 MV/cm
5 nm cube: barrier 10.40 eV at E=0; needed 0.357 eV
  attempt 1e+12 1/s, wait 1e-06 s: switches at 0.921 MV/cm
background charge at E_s (eps 30) = 2.75 uC/cm2
rough breakdown 4 MV/cm; E_s/breakdown = 0.26
tunnelling (2.0 eV, 0.2 m_e): exponent 55.5, transmission 7.7e-25
```
